# Specific contact resistivity of a 0.30 eV thermionic barrier: a numerical check

```python
# Result under test: for thermionic emission over a barrier phi, the
# zero-bias specific contact resistivity is
#     rho_c = k / (q A T) * exp(phi / kT),
# about 2.8e-4 ohm cm^2 for phi = 0.30 eV, T = 300 K, A = 112 A/(cm^2 K^2).
# k: Boltzmann constant, q: elementary charge, T: temperature,
# A: Richardson constant, phi: barrier above the metal Fermi level.
# The independent side integrates the Fermi-Dirac flux over momentum
# and differentiates the net current numerically.
import numpy as np
from scipy.constants import k, e as q, h, m_e

T0 = 300.0            # K
A_CM = 112.0          # A/(cm^2 K^2)
PHI = 0.30            # eV
CM2_PER_M2 = 1.0e4

# Isotropic effective mass that corresponds to the given constant
A_free = 4 * np.pi * q * m_e * k**2 / h**3 / CM2_PER_M2
mass = m_e * A_CM / A_free

nodes, weights = np.polynomial.legendre.leggauss(80)
u = 4.0 * (nodes + 1.0)      # momentum in thermal units, from 0 to 8
w = 4.0 * weights


def one_way_flux(barrier_eV, fermi_eV, T):
    """Current density in A/cm^2 from the momentum integral."""
    p_thermal = np.sqrt(2 * mass * k * T)
    px = p_thermal * u[:, None]
    pt = p_thermal * u[None, :]
    energy = (barrier_eV - fermi_eV) * q + (px**2 + pt**2) / (2 * mass)
    occupation = 1.0 / (np.exp(energy / (k * T)) + 1.0)
    integrand = (px / mass) * 2 * np.pi * pt * occupation
    integral = p_thermal**2 * (w @ integrand @ w)
    return q * 2 / h**3 * integral / CM2_PER_M2


def net_current(V, phi=PHI, T=T0, barrier_shift=0.0):
    """Forward current density; barrier_shift is d(phi)/d(qV)."""
    top = phi + barrier_shift * V
    return one_way_flux(top, V, T) - one_way_flux(top, 0.0, T)


def numerical_rho(phi=PHI, T=T0, barrier_shift=0.0):
    dV = 1.0e-4
    rise = (net_current(dV, phi, T, barrier_shift)
            - net_current(-dV, phi, T, barrier_shift))
    return 2 * dV / rise


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# Closed formulas
vt = k * T0 / q
ratio = PHI / vt
J0 = A_CM * T0**2 * np.exp(-ratio)
prefactor = k / (q * A_CM * T0)
rho = prefactor * np.exp(ratio)

# Tolerance 2e-5 covers Fermi-Dirac corrections and the finite step
TOL = 2.0e-5
flux_num = one_way_flux(PHI, 0.0, T0)
rho_num = numerical_rho()
assert close(flux_num, J0, TOL)
assert close(rho_num, rho, TOL)
assert f"{rho_num:.1e}" == "2.8e-04"

# Fermi-Dirac slope, tested at a low barrier where Boltzmann fails
phi_low = 0.03
slope_fd = A_CM * T0 / (k / q) * np.log1p(np.exp(-phi_low / vt))
rho_low_num = numerical_rho(phi=phi_low)
rho_low_boltzmann = prefactor * np.exp(phi_low / vt)
assert close(rho_low_num, 1 / slope_fd, TOL)
assert abs(rho_low_num / rho_low_boltzmann - 1) > 0.05
fd_correction = 1 / (np.log1p(np.exp(-ratio)) * np.exp(ratio)) - 1
assert close(fd_correction, np.exp(-ratio) / 2, 1e-3)

# A bias-dependent barrier changes the current but not the zero-bias slope
shift = 0.2
rho_shift = numerical_rho(barrier_shift=shift)
current_ratio = net_current(0.05, barrier_shift=shift) / net_current(0.05)
assert close(rho_shift, rho, TOL)
assert current_ratio < 0.8

# Sensitivity to barrier height and temperature
factor_10meV = np.exp(0.01 / vt)
assert close(numerical_rho(phi=PHI + 0.01) / rho_num, factor_10meV, TOL)
dlnrho_dT = -(1 + ratio) / T0
dln_num = np.log(numerical_rho(T=T0 + 1) / numerical_rho(T=T0 - 1)) / 2
assert close(dln_num, dlnrho_dT, 1e-4)   # finite 1 K step

# Ratio V/J at small but finite bias
finite = {}
for V in (0.005, -0.005):
    x = V / vt
    finite[V] = x / np.expm1(x)
    assert close(V / net_current(V) / rho, finite[V], TOL)

side_um = 10.0
area_cm2 = (side_um * 1e-4)**2
resistance = rho / area_cm2

print(f"Temperature: {T0:.0f} K")
print(f"Richardson constant: {A_CM:.0f} A/(cm^2 K^2)")
print(f"Barrier: {PHI:.2f} eV")
print(f"Free-electron Richardson constant: {A_free:.2f} A/(cm^2 K^2)")
print(f"Effective mass / electron mass: {mass / m_e:.4f} (no unit)")
print(f"k/q: {k / q:.5e} V/K")
print(f"Thermal voltage kT/q: {vt:.6f} V")
print(f"phi/kT: {ratio:.4f} (no unit)")
print(f"exp(phi/kT): {np.exp(ratio):.4e} (no unit)")
print(f"exp(-phi/kT): {np.exp(-ratio):.4e} (no unit)")
print(f"Prefactor k/(q A T): {prefactor:.4e} ohm cm^2")
print(f"J0, formula: {J0:.3f} A/cm^2")
print(f"J0, momentum integral: {flux_num:.3f} A/cm^2")
print(f"rho_c, formula: {rho:.4e} ohm cm^2")
print(f"rho_c, numerical slope: {rho_num:.4e} ohm cm^2")
print(f"rho_c, converted: {rho / CM2_PER_M2:.4e} ohm m^2")
print(f"Relative Fermi-Dirac correction to rho_c: {fd_correction:.2e}")
print(f"Low test barrier: {phi_low:.2f} eV")
print(f"  rho_c, numerical slope: {rho_low_num:.4e} ohm cm^2")
print(f"  rho_c, Boltzmann formula: {rho_low_boltzmann:.4e} ohm cm^2")
print(f"Barrier shift d(phi)/d(qV): {shift:.1f} (no unit)")
print(f"  rho_c with this shift: {rho_shift:.4e} ohm cm^2")
print(f"  current at 50 mV, shifted/fixed barrier: {current_ratio:.3f}")
print(f"Factor in rho_c for +0.01 eV barrier: {factor_10meV:.3f}")
print(f"Barrier rise for tenfold rho_c: {vt * np.log(10):.4f} eV")
print(f"d ln(rho_c)/dT: {100 * dlnrho_dT:.2f} percent per K")
print(f"(V/J)/rho_c at +5 mV: {finite[0.005]:.3f} (no unit)")
print(f"(V/J)/rho_c at -5 mV: {finite[-0.005]:.3f} (no unit)")
print(f"Contact side: {side_um:.0f} micrometre")
print(f"Contact area: {area_cm2:.1e} cm^2")
print(f"Interface resistance: {resistance:.1f} ohm")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Temperature: 300 K
Richardson constant: 112 A/(cm^2 K^2)
Barrier: 0.30 eV
Free-electron Richardson constant: 120.17 A/(cm^2 K^2)
Effective mass / electron mass: 0.9320 (no unit)
k/q: 8.61733e-05 V/K
Thermal voltage kT/q: 0.025852 V
phi/kT: 11.6045 (no unit)
exp(phi/kT): 1.0959e+05 (no unit)
exp(-phi/kT): 9.1248e-06 (no unit)
Prefactor k/(q A T): 2.5647e-09 ohm cm^2
J0, formula: 91.978 A/cm^2
J0, momentum integral: 91.977 A/cm^2
rho_c, formula: 2.8107e-04 ohm cm^2
rho_c, numerical slope: 2.8107e-04 ohm cm^2
rho_c, converted: 2.8107e-08 ohm m^2
Relative Fermi-Dirac correction to rho_c: 4.56e-06
Low test barrier: 0.03 eV
  rho_c, numerical slope: 9.4090e-09 ohm cm^2
  rho_c, Boltzmann formula: 8.1849e-09 ohm cm^2
Barrier shift d(phi)/d(qV): 0.2 (no unit)
  rho_c with this shift: 2.8107e-04 ohm cm^2
  current at 50 mV, shifted/fixed barrier: 0.679
Factor in rho_c for +0.01 eV barrier: 1.472
Barrier rise for tenfold rho_c: 0.0595 eV
d ln(rho_c)/dT: -4.20 percent per K
(V/J)/rho_c at +5 mV: 0.906 (no unit)
(V/J)/rho_c at -5 mV: 1.100 (no unit)
Contact side: 10 micrometre
Contact area: 1.0e-06 cm^2
Interface resistance: 281.1 ohm
ALL CHECKS PASSED
```
